\section*{Pick-off lifetime of positronium in a small pore from the Tao-Eldrup formula}

\section*{Question}

I am working on pore sizes in a low-$k$ dielectric film and am stuck on what should be a one-line exercise. A closed spherical pore has radius $5.0$~\AA\ ($0.50$~nm), the electron-shell thickness is $D=1.66$~\AA, and the Tao-Eldrup formula
\begin{equation}
\tau=\frac{1}{\lambda_A}\left[1-\frac{R}{R+D}+\frac{1}{2\pi}\sin\frac{2\pi R}{R+D}\right]^{-1},
\qquad \lambda_A=2~\text{ns}^{-1},
\label{eq:te}
\end{equation}
is supposed to give an ortho-positronium pick-off lifetime near $5.5$~ns. Since the pore size is $5.0$~\AA, I put half of that, $R=2.5$~\AA, into the formula and get $1.64$~ns.

What am I doing wrong? I would also like to know where the bracket comes from, why the rate is $2~\text{ns}^{-1}$, and how far I can trust a radius obtained by running the formula backwards.

\section*{Answer}

The $5.0$~\AA\ is already the radius, so it must not be halved. With $R=2.5$~\AA\ the bracket is $0.399-0.094=0.305$, and $1/(2\times0.305)$ is your $1.64$~ns. That is the correct lifetime for a pore half as wide. The derivation below shows what the bracket measures and why halving the radius matters so much.

\subsection*{Positronium in a spherical well}

Ortho-positronium (o-Ps) is the spin-triplet bound state of an electron and a positron. The model treats it as a point particle confined by an infinite wall at
\begin{equation}
R_0=R+D .
\end{equation}
The region $r<R$ is empty. The shell $R<r<R_0$ contains the electrons of the pore wall, and pick-off annihilation happens there: the positron annihilates with a wall electron instead of its own partner.

In atomic units the mass of Ps is $M=2$, so the kinetic energy operator is $-\nabla^2/(2M)=-\nabla^2/4$. For a spherically symmetric state write $\psi(r)=u(r)/(\sqrt{4\pi}\,r)$. Because $\nabla^2(u/r)=u''/r$, the Schr\"odinger equation becomes
\begin{equation}
-\tfrac14u''=Eu,\qquad u(0)=u(R_0)=0 .
\end{equation}
The first condition keeps $\psi$ finite at the centre; the second is the infinite wall. The solution that vanishes at the origin is $\sin kr$ with $k^2=4E$, and the wall requires $kR_0=\pi$ for the lowest state. Since $\int_0^{R_0}\sin^2(\pi r/R_0)\,dr=R_0/2$, the normalized result is
\begin{equation}
u(r)=\sqrt{\frac{2}{R_0}}\,\sin\frac{\pi r}{R_0},\qquad
E_0=\frac{\pi^2}{4R_0^2}.
\end{equation}

\subsection*{The bracket is a probability}

The factor $\sqrt{4\pi}$ in $\psi$ cancels the solid angle, so the probability of finding Ps in the shell is
\begin{align}
P&=\int_R^{R_0}u^2\,dr
 =\frac{2}{R_0}\int_R^{R_0}\sin^2\frac{\pi r}{R_0}\,dr\nonumber\\
&=\frac1{R_0}\int_R^{R_0}\left(1-\cos\frac{2\pi r}{R_0}\right)dr\nonumber\\
&=\frac1{R_0}\left[r-\frac{R_0}{2\pi}\sin\frac{2\pi r}{R_0}\right]_R^{R_0}\nonumber\\
&=1-\frac{R}{R_0}+\frac1{2\pi}\sin\frac{2\pi R}{R_0}.
\label{eq:P}
\end{align}
At the upper limit the sine is $\sin2\pi=0$. At the lower limit two minus signs combine to give the plus sign. The argument is in radians.

\subsection*{From probability to decay rate}

Let $\lambda(r)$ be the local annihilation rate. Loss of Ps can be described by an absorbing term in the Hamiltonian,
\begin{equation}
i\,\partial_t\psi=\left[H_0-\tfrac{i}{2}\lambda(r)\right]\psi .
\end{equation}
Multiply by $-i\psi^*$ and add the complex conjugate:
\begin{equation}
\partial_t|\psi|^2=-i\left(\psi^*H_0\psi-\psi H_0\psi^*\right)-\lambda|\psi|^2 .
\end{equation}
On integration over the well the term in parentheses vanishes, because $H_0$ is Hermitian. The surviving probability $N$ therefore obeys
\begin{equation}
\frac{dN}{dt}=-\int\lambda(r)|\psi|^2\,d^3r .
\end{equation}
If the absorption is too weak to change the shape of the ground state, $|\psi|^2$ is $N$ times its normalized form. With $\lambda=\lambda_A$ in the shell and zero elsewhere, $dN/dt=-\lambda_AP\,N$, hence
\begin{equation}
\lambda_{\rm po}=\lambda_AP,\qquad \tau=\frac1{\lambda_AP}.
\end{equation}
This is Eq.~\eqref{eq:te}. The weak-absorption condition holds well here: $2~\text{ns}^{-1}$ is about $5\times10^{-8}$ in atomic units, while the level spacings in this pore are of order $10^{-2}$.

\subsection*{Why the shell rate is about 2 per nanosecond}

Take as input the leading-order result of quantum electrodynamics for a slow positron among unpolarized electrons of density $n$: the two-photon rate is $\pi r_e^2cn$, with $r_e$ the classical electron radius. A pair at rest can decay into two photons from the spin singlet but not from the triplet, and random spins form a singlet with probability $1/4$. A pure singlet therefore decays four times faster. In atomic units $r_e=\alpha^2$ and $c=1/\alpha$, where $\alpha$ is the fine-structure constant, so
\begin{equation}
\lambda_S=4\pi r_e^2cn=4\pi\alpha^3n .
\end{equation}

In free Ps the reduced mass is $1/2$, which doubles the Bohr radius, and the relative wave function is proportional to $e^{-r/2}$. Its normalization integral is $4\pi\int_0^\infty r^2e^{-r}dr=8\pi$, so the electron density at the positron is $n=1/(8\pi)$. This gives
\begin{equation}
\lambda_S=\frac{\alpha^3}{2}\;\rightarrow\;8.03~\text{ns}^{-1}.
\end{equation}
The triplet decays into three photons. Its leading-order rate, also taken from quantum electrodynamics, is
\begin{equation}
\lambda_T=\frac{2(\pi^2-9)}{9\pi}\,\alpha^4\;\rightarrow\;0.00721~\text{ns}^{-1}.
\end{equation}
A wall electron has no fixed spin relation to the positron, so the singlet has weight $1/4$ and the triplet $3/4$:
\begin{equation}
\frac{\lambda_S+3\lambda_T}{4}
=\frac{8.0325+3(0.00721)}{4}~\text{ns}^{-1}=2.01~\text{ns}^{-1}.
\end{equation}
The convention rounds this to $2~\text{ns}^{-1}$. The argument assumes that the electron density at the positron inside the shell equals that in free Ps. This is a modelling choice, not a property calculated for your film.

\subsection*{Putting in the numbers}

With $R=5.00$~\AA\ and $D=1.66$~\AA, the wall is at $R_0=6.66$~\AA. Then
\begin{align}
\frac{R}{R_0}&=0.750751,\qquad 1-\frac{R}{R_0}=0.249249,\\
\frac1{2\pi}\sin(4.717106)&=\frac{-0.999989}{2\pi}=-0.159153,\\
P&=0.249249-0.159153=0.090096 .
\end{align}
The o-Ps spends about $9\%$ of its time in the shell. The pick-off rate and lifetime are
\begin{align}
\lambda_{\rm po}&=2\times0.090096~\text{ns}^{-1}=0.1802~\text{ns}^{-1},\\
\tau&=\frac1{0.1802~\text{ns}^{-1}}=5.55~\text{ns},
\end{align}
or $2.29\times10^8$ atomic units of time. This is the value near $5.5$~ns that you were asked for. The extra digits in the intermediate lines are there because $P$ is a difference of two larger numbers.

There is a quick way to see the result by hand. The radius is very close to three times the shell thickness, so $R/R_0$ is very close to $3/4$ and the sine is very close to $-1$. Setting $R=3D$ gives $P=1/4-1/(2\pi)=0.0908$ and a lifetime of $5.50$~ns.

Keeping the unrounded spin average, $2.0135~\text{ns}^{-1}$, changes the lifetime to $5.51$~ns. The difference between $5.55$ and $5.51$ therefore reflects a convention and says nothing about the pore.

\subsection*{Pick-off lifetime and total lifetime}

Away from the wall, o-Ps still decays by itself at the rate $\lambda_T$. In this model the shell rate $\lambda_A$ already includes every annihilation channel in the shell, so $\lambda_T$ is added for the empty region alone:
\begin{align}
\lambda_{\rm tot}&=\lambda_AP+\lambda_T(1-P)\nonumber\\
&=0.18019+0.00721\times0.90990=0.18675~\text{ns}^{-1}.
\end{align}
The total lifetime is $5.35$~ns, about $0.2$~ns below the pick-off value. A decay curve contains the total rate. If $D$ was calibrated against pick-off rates, the intrinsic part has to be removed before Eq.~\eqref{eq:te} is inverted. If $D$ was fitted to measured total lifetimes, it already absorbs part of this term and a full subtraction would count it twice; in this model the plain formula reproduces the total lifetime with $D=1.67$~\AA\ at $R=2.5$~\AA\ and $D=1.69$~\AA\ at $R=5$~\AA. For this pore the correction is small. It becomes dominant in large pores, where $P$ tends to zero and the total lifetime approaches $1/\lambda_T$, about $139$~ns at leading order and about $142$~ns with the first radiative correction. For the ground state the intrinsic and pick-off rates are equal near $R_0=20$~\AA; with the thermal average discussed below, the crossover lies between $20$ and $30$~\AA\ and the limit is approached more slowly.

\subsection*{How the lifetime depends on the pore}

Let $x=R/R_0$. Differentiating Eq.~\eqref{eq:P} gives
\begin{equation}
\frac{dP}{dx}=-1+\cos2\pi x=-2\sin^2\pi x .
\end{equation}
Since $x=R/(R+D)$,
\begin{equation}
\frac{\partial x}{\partial R}=\frac{D}{R_0^2},\qquad
\frac{\partial x}{\partial D}=-\frac{R}{R_0^2}.
\end{equation}
From $\tau=1/(\lambda_AP)$ we have $d\tau=-\tau\,dP/P$, and therefore
\begin{align}
\frac{\partial\tau}{\partial R}&=\frac{2\tau D\sin^2\pi x}{R_0^2P}=2.29~\text{ns/\AA},\\
\frac{\partial\tau}{\partial D}&=-\frac{2\tau R\sin^2\pi x}{R_0^2P}=-6.91~\text{ns/\AA}.
\end{align}
The first derivative is positive for every $0<x<1$. At fixed $D$, each pick-off lifetime above $1/\lambda_A$ thus belongs to one radius. Solving Eq.~\eqref{eq:te} numerically for a lifetime of $5.5$~ns gives $R=4.98$~\AA. The slope says the same: lowering the lifetime by $0.05$~ns takes a change of $-0.05/2.29=-0.02$~\AA.

The slopes also show where caution is needed. Using the total lifetime as if it were the pick-off lifetime shifts the inferred radius by about $-0.2/2.29$, or $-0.09$~\AA. The lifetime is three times as sensitive to $D$ as to $R$, since the ratio of the slopes is $-R/D$. An error of $0.1$~\AA\ in $D$ must be compensated by an error of about $0.3$~\AA\ in $R$. The shell thickness is an empirical parameter, fixed by calibration on materials with known cavities, so the inferred radius inherits the quality of that calibration.

\subsection*{Two limits}

For a large pore, put $\delta=D/R_0$, so that $R/R_0=1-\delta$. Then $\sin[2\pi(1-\delta)]=-\sin2\pi\delta$, and
\begin{align}
P&=\delta-\frac{\sin2\pi\delta}{2\pi}\nonumber\\
&=\delta-\frac1{2\pi}\left[2\pi\delta-\frac{(2\pi\delta)^3}{6}+\frac{(2\pi\delta)^5}{120}-\cdots\right]\nonumber\\
&=\frac{2\pi^2}{3}\delta^3\left(1-\frac{\pi^2}{5}\delta^2+\cdots\right).
\end{align}
The linear terms cancel. Physically, the wave function vanishes linearly at the wall, so its density vanishes quadratically, and integrating over a thin shell gives a cube. For Ps in its ground state, the pick-off lifetime of a large pore at fixed $D$ would therefore grow as $R_0^3$. Your two radii lie outside this limit, and the growth between them is gentler: going from $R=2.5$ to $5.0$~\AA\ multiplies $R_0$ by $1.60$ and the lifetime by $3.4$, whereas a cubic law would give $4.1$. Halving the radius did so much damage because it raised the shell probability from $0.090$ to $0.305$. For the present pore $\delta$ is about $1/4$, and the cubic term gives $P=0.102$, which is $13\%$ above the full value. Use the full formula here.

In the opposite limit, $R\to0$, the shell fills the whole well. Then $P\to1$ and $\tau\to1/\lambda_A=0.5$~ns. This is the lower end of the formula's range; it does not show that Ps would actually form in so small a space.

\subsection*{Is the ground state enough?}

The derivation used the lowest level alone. The next one has angular momentum $l=1$, with radial equation
\begin{equation}
u''-\frac{2}{r^2}u+k^2u=0 .
\end{equation}
Its regular solution is $u=\sin(kr)/(kr)-\cos(kr)$, as substitution confirms. Setting $u(R_0)=0$ with $z=kR_0$ gives $\tan z=z$, whose first positive root is $z=4.493$. This level lies below the second $l=0$ level, which has $z=2\pi$, and below all levels with larger $l$, since those have a stronger centrifugal term.

With $E=z^2/(4R_0^2)$, the two lowest energies are $0.424$ and $0.867$~eV, a gap of $0.443$~eV. At $300$~K the thermal energy is $0.0259$~eV. The three $l=1$ states together have the weight
\begin{equation}
3\exp\left(-\frac{0.4433}{0.02585}\right)\approx1\times10^{-7}
\end{equation}
relative to the ground state. If the Ps has come to thermal equilibrium, excited levels can be ignored here. The gap falls as $1/R_0^2$ and would equal the thermal energy at $R_0$ near $28$~\AA. Excited levels matter well before that, because they are degenerate and have a larger probability in the shell. At $300$~K, a Boltzmann average of the rate over the levels of this well, which assumes that Ps changes level much faster than it decays, lowers the pick-off lifetime by about $6\%$ at $R_0=14$~\AA\ and by about $30\%$ at $R_0=20$~\AA. The total lifetime, which includes the intrinsic decay, falls by less, about $4\%$ and $18\%$. For pores of this size and larger, use the thermal average instead of Eq.~\eqref{eq:te}, provided the Ps reaches thermal equilibrium before it annihilates.

\subsection*{What this means for a real film}

One weak assumption for a small pore is that Ps is a point. With the density $e^{-r}/(8\pi)$, the mean electron-positron distance is
\begin{equation}
\langle r\rangle=\frac{\int_0^\infty r^3e^{-r}dr}{\int_0^\infty r^2e^{-r}dr}=\frac62=3~\text{bohr},
\end{equation}
or about $1.6$~\AA. That is nearly as large as $D$ and not small compared with $R$. The sharp shell and infinite wall are thus an effective description, with $D$ absorbing part of what is left out.

The pore must also be closed and roughly spherical. In connected pores Ps can move from one to another or escape through the film surface, and chemical reactions at the wall can add further decay channels. In either case the measured lifetime is no longer set by the radius of a single pore alone. A spread of pore sizes gives a spread of lifetimes, and because $\tau(R)$ is curved, the radius found from the mean lifetime is in general not the mean radius.

For your exercise, use $R=5.0$~\AA, keep the calculator in radians, and quote $5.5$ to $5.6$~ns. For a real film, treat the result as a model radius tied to the chosen $D$ and $\lambda_A$.
